# Avrami switching times of a ferroelectric film

A thin ferroelectric film is fully poled in one direction. At $t=0$ a constant field of the opposite sign is applied. Let $p(t)$ be the reversed fraction of the switchable polarization, and let $t_{10}$ and $t_{90}$ be the times, counted from the field step, at which $p=0.1$ and $p=0.9$. The linear dielectric charge is not part of $p$. Unless a part says otherwise, the film is uniform, the field in it is constant, and $p(0)=0$.

## Part (a): the switching law

**Question.** Point nuclei of reversed polarization are present at $t=0$, placed independently at random with $N$ nuclei per unit area. Each grows as a disc whose wall moves at constant speed $v$. Find $p(t)$, allowing for the overlap of discs. Then find $p(t)$ for a line on which nuclei appear at random at a constant rate $J$ per unit length and time, each sending out two walls at speed $v$.

**Answer.** Choose a point far from the film's edges. It is still unswitched at time $t$ if no nucleus lies within the distance $r=vt$. Where two discs meet, their union is the switched region, so this criterion counts overlapping areas once.

Take a large area $S$ containing $M=NS$ nuclei. One nucleus misses the circle of radius $r$ with probability $1-\pi r^2/S$. The nuclei are independent, so all of them miss it with probability

$$
\left(1-\frac{\pi r^2}{S}\right)^{NS}\;\longrightarrow\; e^{-\pi N r^2}\qquad (S\to\infty).
$$

This is the unswitched fraction $1-p$. With $r=vt$,

$$
p(t)=1-e^{-(t/t_0)^2},\qquad t_0=\frac{1}{v\sqrt{\pi N}} .
$$

This is the Avrami law with exponent 2.

On the line, a nucleus born at time $t'$ has reached the chosen point by time $t$ if it lies within $v(t-t')$ on either side. The dangerous births fill a triangle in the space-time plane, of area

$$
\int_0^t 2v(t-t')\,dt' = vt^2 .
$$

The mean number of births in it is $Jvt^2$, and the probability of none is $e^{-Jvt^2}$. Births assumed to occur in material that has already switched do no harm, because their walls stay behind the wall that switched it. Hence $p=1-e^{-Jvt^2}$, again with exponent 2 but with $t_0=1/\sqrt{Jv}$. The exponent alone therefore does not identify the mechanism.

## Part (b): the ratio of times

**Question.** Show that for exponent 2 the 90 percent switching time is about 4.7 times the 10 percent time. How does the ratio depend on the exponent?

**Answer.** Let $f$ be the fraction to be reached, at time $t_f$. Then

$$
1-f=e^{-(t_f/t_0)^2}.
$$

Take the logarithm and change the sign:

$$
\left(\frac{t_f}{t_0}\right)^2=-\ln(1-f)\equiv L_f .
$$

Time is positive, so $t_f=t_0\sqrt{L_f}$. The two cases are

$$
L_{10}=-\ln 0.9=\ln\tfrac{10}{9}=0.10536,\qquad L_{90}=-\ln 0.1=\ln 10=2.3026,
$$

$$
t_{10}=0.3246\,t_0,\qquad t_{90}=1.5174\,t_0 .
$$

On division $t_0$ cancels:

$$
\rho\equiv\frac{t_{90}}{t_{10}}=\sqrt{\frac{\ln 10}{\ln(10/9)}}=4.67\approx 4.7 .
$$

Wall speed and nucleus density set the time scale but not this ratio. The rise time from 10 to 90 percent is a different quantity, $t_{90}-t_{10}=(\rho-1)t_{10}$.

For a general exponent $n$, the same steps give $(t_f/t_0)^n=L_f$, and so

$$
\frac{t_{90}}{t_{10}}=\left[\frac{\ln 10}{\ln(10/9)}\right]^{1/n}.
$$

The bracket is 21.85. The ratio is thus 21.85 for $n=1$ and 2.80 for $n=3$.

The result can be tested without the Avrami law. For 40 000 random nuclei in a periodic plane, the distances from 400 000 random points to their nearest nuclei give the switching times directly. Their 10 and 90 percent quantiles have the ratio 4.69. A similar sample of random births on a line gives 4.67.

## Part (c): when initial switching is negligible

**Question.** Suppose that a small fraction $p_0$ is already reversed at $t=0$. Treat two cases: (i) randomly placed patches that do not grow, are independent of the point nuclei and do not obstruct the growing discs; (ii) the nuclei themselves, which start with a finite radius $r_0$ and grow. In both cases $f$ refers to the total reversed fraction. How small must $p_0$ be for the ratio to stay below 4.75, and so still round to 4.7?

**Answer.** Write $L_0=-\ln(1-p_0)$, which is close to $p_0$ when $p_0$ is small.

(i) A point is unswitched if it lies outside the patches and no growing disc has reached it. The two probabilities multiply:

$$
1-p=(1-p_0)e^{-(t/t_0)^2}.
$$

The logarithm gives $L_f=L_0+(t_f/t_0)^2$, hence

$$
\frac{t_{90}}{t_{10}}=\sqrt{\frac{L_{90}-L_0}{L_{10}-L_0}} .
$$

To first order, $\sqrt{L_f-L_0}\approx\sqrt{L_f}\,[1-L_0/(2L_f)]$. Dividing the two roots and setting $L_0\approx p_0$,

$$
\frac{t_{90}}{t_{10}}\approx\rho\left[1+\frac{p_0}{2}\left(\frac1{L_{10}}-\frac1{L_{90}}\right)\right]=\rho\,(1+4.53\,p_0).
$$

For the limit, set the unexpanded ratio equal to 4.75, square it and solve for $L_0$:

$$
L_0=\frac{4.75^2L_{10}-L_{90}}{4.75^2-1}=0.0035 .
$$

To three figures $L_0=0.00346$, so $p_0$ must be below about 0.345 percent.

(ii) The radius is now $r_0+vt$. Since $\pi N v^2=1/t_0^2$ and $\pi N r_0^2=L_0$,

$$
L_f=\pi N(r_0+vt_f)^2=\left(\sqrt{L_0}+\frac{t_f}{t_0}\right)^2 ,
$$

$$
\frac{t_{90}}{t_{10}}=\frac{\sqrt{L_{90}}-\sqrt{L_0}}{\sqrt{L_{10}}-\sqrt{L_0}}
\approx\rho\left[1+\sqrt{p_0}\left(\frac1{\sqrt{L_{10}}}-\frac1{\sqrt{L_{90}}}\right)\right]
=\rho\,(1+2.42\sqrt{p_0}).
$$

Setting the unexpanded ratio equal to 4.75 gives

$$
\sqrt{L_0}=\frac{4.75\sqrt{L_{10}}-\sqrt{L_{90}}}{3.75}=0.0065,
$$

or $p_0=0.0042$ percent.

The second condition is about eighty times stricter. A starting radius saves the time $r_0/v$, which is proportional to $\sqrt{p_0}$ and not to $p_0$. The same saving is taken from both times, and it is a larger part of the shorter one. At $p_0=1$ percent the ratio is 4.90 in case (i) and 6.32 in case (ii).

## Part (d): a film that is not uniform

**Question.** A film consists of many regions. Each obeys the law of part (a), but with its own characteristic time $\tau$. Show that $t_{90}/t_{10}$ for the whole film cannot be less than $\rho$.

**Answer.** Let angle brackets denote the average over regions, weighted by area. Define $y=e^{-(t_{10}/\tau)^2}$ for each region. By the definition of $t_{10}$ for the whole film, $\langle y\rangle=0.9$. At the later time $\rho t_{10}$ the unswitched fraction is

$$
\left\langle e^{-\rho^2(t_{10}/\tau)^2}\right\rangle=\left\langle y^{\rho^2}\right\rangle\ge\langle y\rangle^{\rho^2}=0.9^{\rho^2}.
$$

The inequality holds because $y^m$ is a convex function of $y$ for $m\ge1$, and the average of a convex function is at least the function of the average. Since $\rho^2=L_{90}/L_{10}$,

$$
0.9^{\rho^2}=e^{-\rho^2L_{10}}=e^{-L_{90}}=0.1 .
$$

At $\rho t_{10}$ at least 10 percent is thus still unswitched. The 90 percent point has not been passed, and $t_{90}\ge\rho t_{10}$. Equality requires the same $\tau$ everywhere.

## Part (e): numbers for a capacitor

**Question.** A 10 nm film carries 2 MV/cm. Its switched polarization, for full reversal, is 40 uC/cm2 and its area is 100 um2. Take $N=10^{11}$ cm$^{-2}$ and $v=0.1$ nm/ns. Find $t_0$, $t_{10}$, $t_{90}$ and the peak switching current.

**Answer.** In nanometres, $N=10^{-3}$ nm$^{-2}$. The characteristic radius is

$$
vt_0=\frac1{\sqrt{\pi\times10^{-3}}}\ \text{nm}=17.8\ \text{nm},\qquad t_0=\frac{17.84}{0.1}\ \text{ns}=178\ \text{ns}.
$$

Therefore $t_{10}=0.3246\times178.4=58$ ns and $t_{90}=1.5174\times178.4=271$ ns. The rise time is 213 ns.

The area is $10^{-6}$ cm$^2$, so the switched charge is $Q=40$ pC. The switching current is

$$
i=Q\frac{dp}{dt}=\frac{2Qt}{t_0^2}e^{-(t/t_0)^2}.
$$

Its derivative is proportional to $1-2t^2/t_0^2$, which vanishes at $t=t_0/\sqrt2$. There

$$
i_{\max}=\frac{Q}{t_0}\sqrt{\frac2e}=\frac{40\ \text{pC}}{178.4\ \text{ns}}\times0.858=0.19\ \text{mA}.
$$

## Part (f): what the model leaves out

**Question.** For the capacitor of part (e), estimate how far the main neglected effects move the ratio. Is 4.7 a fair prediction for a real hafnia-based film?

**Answer.** Each effect below is added alone to the ideal model, with the other settings held fixed. The changes are relative to 4.67, and they need not add.

*Nucleus size.* For $r_0=0.5$ nm, $\sqrt{L_0}=0.5/17.84=0.028$, which means $p_0=0.08$ percent. Case (ii) of part (c) gives

$$
\frac{1.5174-0.0280}{0.3246-0.0280}=5.02,
$$

a rise of 7 percent. Even this small initial fraction is not negligible at the accuracy of 4.7.

*Growth through the thickness.* The disc picture assumes that each nucleus spans the film at once. At $t_{10}$ the disc radius is only 5.8 nm, less than the thickness $d=10$ nm, so this requires forward growth much faster than sideways growth. Suppose instead that the nuclei sit on one electrode and grow forward at speed $kv$. A point at height $z$ is then reached from nuclei within the lateral distance $\sqrt{v^2t^2-z^2/k^2}$, and

$$
1-p=\frac1d\int_0^d \exp\left[-\pi N\max\left(v^2t^2-z^2/k^2,\,0\right)\right]dz .
$$

For $k=1$ this gives $t_{10}=80$ ns, $t_{90}=277$ ns and a ratio of 3.45, a fall of 26 percent. For $k=10$ the ratio is 4.65. Unlike the other effects listed here, this one lowers the ratio.

*Spread of local field.* Let the wall speed vary as $e^{-E_a/E}$, with an assumed activation field $E_a=10$ MV/cm. A region at field $E$ then has

$$
\tau=t_0\exp\left(\frac{E_a}{E}-\frac{E_a}{2\ \text{MV/cm}}\right).
$$

For a Gaussian spread with a standard deviation of 10 percent, cut off at four standard deviations, averaging $p$ over the regions gives $t_{10}=50$ ns and $t_{90}=380$ ns. The ratio is 7.6, a rise of 63 percent in the direction required by part (d). This average ignores walls entering from neighbouring regions, which requires regions several hundred nanometres wide, far more than $vt_0=18$ nm. If walls cross the edges freely along straight paths at the local speed, the ratio is roughly 7.1 for square regions 100 nm wide and 6 for regions 20 nm wide. If one inferred an exponent from this ratio by the formula of part (b), the result would be $n=\ln 21.85/\ln 7.61=1.5$, although every region has exponent 2.

*Blocked walls.* If walls stop at the edges of square regions 100 nm wide, the ratio is 5.6, a rise of 19 percent. In regions 20 nm wide the mean number of nuclei is $10^{-3}\times20^2=0.4$. A region without a nucleus never switches in this model, so the reversed fraction cannot exceed $1-e^{-0.4}=33$ percent, and neither $t_{90}$ nor the ratio exists. For such a film to switch fully, it would need later nucleation, walls that cross the boundaries, or a nucleus in every grain.

*Circuit.* With 50 ohm in series and a relative permittivity of 30, the charging time is 0.13 ns. The peak switching current lowers the film voltage by about 10 mV out of 2 V. If the wall speed follows the film voltage through the same law $e^{-E_a/E}$ as above, the ratio becomes 4.69, a change of 0.4 percent. This is a partial cancellation: the voltage drop alone raises the ratio by 0.8 percent, and the charging delay of about 0.3 ns lowers it by 0.4 percent. The times $t_{10}$ and $t_{90}$ themselves lengthen by 1.4 and 1.8 percent.

*Dielectric charge.* The voltage step also delivers 5.3 uC/cm2 of linear dielectric charge. This is $5.3/(5.3+40)=12$ percent of the raw total. If it is not subtracted, the 10 percent point of the raw charge is reached while the capacitor is charging, and it says nothing about domain growth.

*Leakage and breakdown.* An assumed leakage of $10^{-3}$ A/cm2 passes about $7\times10^{-6}$ of the switched charge by $t_{90}$. The applied field is half an assumed breakdown field of 4 MV/cm.

*Temperature.* Suppose that $E_a$ varies as $1/T$, with the prefactor of the speed and the nucleus density fixed. Between 300 K and 358 K, $E_a$ falls from 10 to 8.4 MV/cm and $t_{90}$ falls from 271 to 120 ns. In a uniform film $t_{10}$ shrinks by the same factor, so the ratio is unchanged.

The thickness, field, polarization and permittivity are rough typical values for hafnia-based capacitors. The nucleus density, wall speed, activation field and field spread are model choices, and the switching times inherit that uncertainty. Grains in polycrystalline films of this thickness are often a few tens of nanometres wide or less, so 100 nm regions are wide by comparison. Uniformity is also doubtful in such films, because local fields and switching times can vary from place to place. For the spread assumed here, that alone moves the ratio from 4.7 to 7.6 if the regions are several hundred nanometres wide. In finer grains, walls may enter from neighbouring regions before a region has switched by itself. The average behind the figure 7.6 then does not apply, and the rise is smaller, to roughly 6 for 20 nm regions with freely crossing walls. The value 4.7 is therefore a reference for uniform Avrami growth with exponent 2, and not a fair prediction for a polycrystalline film. The numerical output below gives most of the values to more digits.

## Values computed for the example and the checks

```
ln(10/9): 0.105361
ln(10): 2.30259
t10/t0: 0.32459
t90/t0: 1.5174
Ratio t90/t10, exponent 2: 4.6749
Ratio from random nuclei in plane: 4.693
Ratio from steady nucleation on line: 4.667
Ratio for exponent 1: 21.85
Ratio for exponent 3: 2.796
Inert patches: relative rise / p0: 4.528
Growing nuclei: relative rise / sqrt(p0): 2.422
Ratio with 1 percent inert patches: 4.904
Ratio with 1 percent growing nuclei: 6.317
Largest inert p0 for ratio below 4.75: 0.345 percent
Largest growing p0 for same: 0.00423 percent
Film thickness: 10 nm
Applied field: 2 MV/cm
Applied voltage: 2 V
Switched polarization: 40 uC/cm2
Capacitor area: 100 um2
Nucleus density: 1e+11 cm^-2
Wall speed: 0.1 nm/ns
Characteristic radius v*t0: 17.84 nm
t0: 178.4 ns
t10: 57.91 ns
t90: 270.7 ns
Rise time t90 - t10: 212.8 ns
Switched charge: 40 pC
Peak switching current: 0.192 mA
Starting nucleus radius: 0.5 nm
Its initial switched fraction: 0.0785 percent
Ratio with these nuclei: 5.022
Activation field: 10 MV/cm
Relative local-field spread: 10 percent
t10 with field spread: 49.89 ns
t90 with field spread: 379.8 ns
Ratio with field spread: 7.613
Width of regions with blocked walls: 100 nm
Ratio with blocked walls: 5.567
Width of fine grains: 20 nm
Switching ceiling, fine blocked grains: 33 percent
Series resistance: 50 ohm
Relative permittivity: 30
Charging time RC: 0.133 ns
Ratio with series resistance: 4.692
Dielectric charge density: 5.31 uC/cm2
Its share of raw total charge: 11.7 percent
Assumed leakage current density: 0.001 A/cm2
Leaked / switched charge at t90: 6.8e-06
Rough breakdown field: 4 MV/cm
Breakdown field / applied field: 2
Reference temperature: 300 K
Temperature of use: 358 K
Activation field at temperature of use: 8.38 MV/cm
t90 at temperature of use: 120 ns
```
